\section*{Vertical Implant Profile Beneath a Linear Mask Wedge}

\section{A case with two lateral displacements}

Consider a beam travelling straight down onto a mask whose upper surface slopes at an angle $\alpha$ to the wafer plane. Suppose that every ion stops at the same depth $R_p$ below its point of entry, but is displaced sideways by $+a$ or $-a$ with equal probability. The mask becomes thinner towards the right.

On one vertical line, half of the stopped ions came from a distance $a$ to the left. They entered through a surface higher by $a\tan\alpha$, so they stop higher by that amount. The other half came from the right and stop lower by $a\tan\alpha$. The vertical profile consists of two lines, with variance
\[
\tfrac12(a\tan\alpha)^2+\tfrac12(-a\tan\alpha)^2=a^2\tan^2\alpha ,
\]
although no ion has any spread in its own penetration depth. The slope converts lateral displacement into vertical displacement. With Gaussian spreads in both directions, the same mechanism gives a Gaussian with the variance derived below.

\section{Geometry and stopping model}

Let $x$ be horizontal, across the wedge, and let $z$ point downwards from the silicon surface. The thin edge of the mask is at $x=0$. Under the wedge, $x<0$, the mask thickness is
\begin{equation}
m(x)=-x\,t,\qquad t=\tan\alpha,\qquad 0\le\alpha<90^\circ ,
\label{mask}
\end{equation}
and the upper surface of the mask lies at $z=-m(x)$. The structure and the beam are uniform along the third axis, so displacement along that axis has no effect on the density. The dose $D$ is counted per unit horizontal area.

An ion entering at $x_0$ stops at
\begin{equation}
x=x_0+u,\qquad z=-m(x_0)+R .
\label{stop}
\end{equation}
The penetration $R$ has mean $R_p$ and standard deviation $s_p$. The lateral displacement $u$ has mean zero and standard deviation $s_t$. Both are taken as Gaussian and independent. Write
\[
g(y;s)=\frac{1}{\sqrt{2\pi}\,s}\,e^{-y^2/(2s^2)} .
\]
Silicon-equivalent stopping means that these distributions are the same whether the path lies in mask, silicon or both. The distributions are those of an unbounded medium, so part of the calculated density lies above the solid. Its size is found in Section~\ref{limits}.

\section{Derivation of the profile}

The strip $dx_0$ receives $D\,dx_0$ ions per unit length along the third axis. Summing the contributions of all strips gives the volume density
\begin{equation}
N(x,z)=D\int dx_0\; g\bigl(z+m(x_0)-R_p;s_p\bigr)\,g(x-x_0;s_t).
\label{super}
\end{equation}
Replace $x_0$ by $x-u$. The reversal of the integration direction cancels the sign in $dx_0=-du$. For an endless wedge, Eq.~\eqref{mask} gives
\begin{equation}
m(x-u)=-(x-u)t=m(x)+ut .
\label{shift}
\end{equation}
Ions displaced to the right, $u>0$, entered through thicker mask. Define the vertical distance from the expected centre,
\[
w=z+m(x)-R_p .
\]
The density becomes
\begin{equation}
N=\frac{D}{2\pi s_ps_t}\int_{-\infty}^{\infty}du\,
\exp\left[-\frac{(w+ut)^2}{2s_p^2}-\frac{u^2}{2s_t^2}\right].
\label{integral}
\end{equation}
Expanding the square and collecting powers of $u$, the exponent is
\[
-\frac12\left(Au^2+2Bu+\frac{w^2}{s_p^2}\right),
\]
with
\begin{align}
A&=\frac{t^2}{s_p^2}+\frac1{s_t^2}
=\frac{s_p^2+s_t^2t^2}{s_p^2s_t^2}
=\frac{\sigma^2}{s_p^2s_t^2},\\
B&=\frac{wt}{s_p^2},\qquad
\sigma^2=s_p^2+s_t^2t^2 .
\end{align}
Completing the square gives
\[
Au^2+2Bu=A\left(u+\frac BA\right)^2-\frac{B^2}{A},
\qquad
\frac{B^2}{A}=\frac{w^2t^2s_t^2}{s_p^2\sigma^2}.
\]
The part independent of $u$ is therefore
\[
\frac{w^2}{s_p^2}-\frac{B^2}{A}
=\frac{w^2}{s_p^2}\,\frac{\sigma^2-s_t^2t^2}{\sigma^2}
=\frac{w^2}{\sigma^2}.
\]
The remaining integral over $u$ is $\sqrt{2\pi/A}=\sqrt{2\pi}\,s_ps_t/\sigma$. Multiplication by the prefactor of Eq.~\eqref{integral} leaves $D/(\sqrt{2\pi}\sigma)$, and hence
\begin{equation}
\boxed{
N(x,z)=\frac{D}{\sqrt{2\pi}\,\sigma}
\exp\left[-\frac{(z+m(x)-R_p)^2}{2\sigma^2}\right],
\quad
\sigma^2=s_p^2+s_t^2\tan^2\alpha .}
\label{result}
\end{equation}
The centre is at $z=R_p-m(x)$. The integral over all $z$ is $D$: sloping the mask broadens the profile and lowers its peak, but does not change the dose per horizontal area in this model.

\subsection{Where the ions in the tail entered}

The completed square also gives the distribution of $u$ among ions found at a given $w$. It is Gaussian, with mean $-B/A$ and standard deviation $1/\sqrt A$. Since $x_0=x-u$, their mean entry point and its spread are
\begin{equation}
\bar x_0=x+\frac{w\,t\,s_t^2}{\sigma^2},\qquad
s_{\rm entry}=\frac{s_ps_t}{\sigma}.
\label{entry}
\end{equation}
The deep tail, $w>0$, is thus supplied mainly from the thin side of the wedge. This matters when deciding whether the wedge is long enough for a junction calculation.

\section{Limits and conditions}
\label{limits}

\subsection{Special values and the surface normal}

For $\alpha=0$ or $s_t=0$, the width is $s_p$. For $s_p\to0$ it is $s_t\tan\alpha$, the continuous version of the opening case.

The variance in Eq.~\eqref{result} belongs to a vertical cut. For a cut along the inward surface normal, start at $(x_s,-m(x_s))$ and go a distance $s$:
\[
x=x_s-s\sin\alpha,\qquad z=-m(x_s)+s\cos\alpha .
\]
Here $m(x)=m(x_s)+s\sin\alpha\tan\alpha$, so
\[
w=s\left(\cos\alpha+\frac{\sin^2\alpha}{\cos\alpha}\right)-R_p
=\frac{s}{\cos\alpha}-R_p
=\frac{s-R_p\cos\alpha}{\cos\alpha}.
\]
The normal cut is Gaussian with centre $R_p\cos\alpha$ and variance
\begin{equation}
\sigma_n^2=\sigma^2\cos^2\alpha
=s_p^2\cos^2\alpha+s_t^2\sin^2\alpha .
\end{equation}
Its integrated dose is $D\cos\alpha$, because the sloping surface has a larger area than its horizontal projection. If $s_p=s_t$, the normal width is $s_p$ at every angle, while the vertical width is $s_p/\cos\alpha$.

\subsection{Ions outside the solid}

The solid begins at $z=-m(x)$, where $w=-R_p$. With $Q(y)$ the probability that a standard normal variable exceeds $y$, the fraction of the calculated profile above this surface is
\begin{equation}
F_{\rm out}=Q(R_p/\sigma).
\label{outside}
\end{equation}
A real ion that leaves the surface does not continue scattering as if it were in a solid. Equation~\eqref{outside} therefore measures how much of the calculated profile lies outside the solid. It omits paths that cross the surface and return, and it is not a calculation of the escaped dose. For $R_p=130$, $s_p=50$ and $s_t=42$~nm, it gives:
\begin{center}
\begin{tabular}{ccc}
$\alpha$ & $\sigma$ (nm) & $F_{\rm out}$\\
$0^\circ$ & 50.0 & 0.5\%\\
$20^\circ$ & 52.3 & 0.65\%\\
$40^\circ$ & 61.2 & 1.7\%\\
$60^\circ$ & 88.3 & 7.0\%
\end{tabular}
\end{center}
As $\alpha$ approaches $90^\circ$, $\sigma$ grows without limit and $F_{\rm out}$ approaches one half. The unbounded-medium model is then unsuitable.

\subsection{Finite length and the thin edge}

Let the wedge occupy $-L<x<0$, with a flat mask on its left and bare silicon on its right. Take a vertical cut under the wedge, $-L\le x\le0$. The finite and endless geometries have the same integrand in Eq.~\eqref{super} for entry points on the wedge. Elsewhere both integrands are non-negative, and the depth factor cannot exceed $1/(\sqrt{2\pi}s_p)$. The difference of two non-negative contributions cannot exceed the larger of their upper bounds, so
\begin{equation}
|\Delta N|\le\frac{D}{\sqrt{2\pi}s_p}
\left[Q\left(\frac{|x|}{s_t}\right)+
Q\left(\frac{L-|x|}{s_t}\right)\right].
\label{bound}
\end{equation}
This is an absolute bound on density. In a tail it must be compared with the local density, not with the peak.

For any mask shape, Eq.~\eqref{stop} and the independence of $R$ and $u$ give
\[
\operatorname{Var}(z\,|\,x)=s_p^2+\operatorname{Var}[m(x-u)].
\]
At the thin edge, with the thick end far away, $m(-u)=t\max(u,0)$. The half-Gaussian averages are $\langle\max(u,0)\rangle=s_t/\sqrt{2\pi}$ and $\langle\max(u,0)^2\rangle=s_t^2/2$. Therefore
\begin{equation}
\operatorname{Var}(z\,|\,0)=s_p^2+s_t^2t^2
\left(\frac12-\frac1{2\pi}\right).
\end{equation}
The lateral contribution is about one third of its value deep inside the wedge. Half of the ions arrive through bare, level silicon, which gives the factor $\tfrac12$; subtracting the squared mean removes a further $1/(2\pi)$.

\section{Dose and junction in silicon}

Only the part with $z>0$ dopes the silicon. Integrating Eq.~\eqref{result} from $z=0$, where $w=m-R_p$, gives the dose fraction
\begin{equation}
F_{\rm Si}=Q\left(\frac{m(x)-R_p}{\sigma}\right).
\label{fraction}
\end{equation}
For $m>R_p$, the larger width increases this fraction; for $m<R_p$, it decreases it. At $m=R_p$ the fraction is one half for any width.

Let the silicon have a uniform background $N_B$ of opposite type. The metallurgical junction is where $N=N_B$. With $N_p=D/(\sqrt{2\pi}\sigma)$, taking the logarithm of Eq.~\eqref{result} gives $w^2=2\sigma^2\ln(N_p/N_B)$. The deeper root is
\begin{equation}
z_j=R_p-m(x)+\sigma\sqrt{2\ln(N_p/N_B)} .
\label{junction}
\end{equation}
It requires $N_p>N_B$ and is a junction in silicon if $z_j>0$. Since only $m$ depends on $x$, $dz_j/dx=\tan\alpha$: under a long wedge the junction is parallel to the mask surface.

\section{Worked example: phosphorus}

Take $R_p=130$~nm, $s_p=50$~nm and $s_t=42$~nm, rough typical values for phosphorus near 100~keV in silicon. Let $\alpha=40^\circ$, the full mask height be 500~nm, $D=10^{14}$~cm$^{-2}$ and $N_B=10^{17}$~cm$^{-3}$. The wedge is 596~nm long. At $x=-200$~nm, with $\tan\alpha=0.8391$,
\begin{align*}
m&=200\times0.8391=167.8\ \text{nm},\\
s_t\tan\alpha&=42\times0.8391=35.2\ \text{nm},\\
\sigma&=\sqrt{50^2+35.24^2}=61.2\ \text{nm}.
\end{align*}
The centre is at $130-167.8=-37.8$~nm, inside the mask. The peak density is
\[
N_p=\frac{10^{14}\ \text{cm}^{-2}}
{\sqrt{2\pi}\,(61.17\times10^{-7}\ \text{cm})}
=6.52\times10^{18}\ \text{cm}^{-3}.
\]
The silicon receives the fraction $Q(37.82/61.17)=0.268$, or $2.68\times10^{13}$~cm$^{-2}$. Omitting lateral straggle, with all other parameters fixed, gives $Q(37.82/50)=0.225$. Including it raises the silicon dose by 19\% relative to that estimate.

The junction depth is
\[
z_j=-37.8+61.17\sqrt{2\ln(65.22)}
=-37.8+176.8=139\ \text{nm}.
\]
Without lateral straggle it would be 110~nm. The greater width alone would move the junction 33~nm deeper, because the junction lies almost three standard deviations from the centre; the lower peak density takes back 4~nm.

At the junction, $w=176.8$~nm. Equation~\eqref{entry} places the mean entry point of these ions at $x_0\simeq-130$~nm, with spread 34~nm. They are supplied from 70~nm nearer the thin edge than the cut itself. The bound in Eq.~\eqref{bound} is $1.2\times10^{-6}$ of the peak, or about $8\times10^{-5}$ of $N_B$, so the finite length is unimportant here.

Direct numerical integration of Eq.~\eqref{super} for the finite mask gave the same variance, 3742~nm$^2$, and the same junction depth to the digits printed in the numerical output. In a separate test, four million ions were given random entry points from $-700$ to $200$~nm and random displacements. The 26,536 that stopped within 3~nm of the cut had a standard deviation of 61.5~nm. The sampling error is about $61.2/\sqrt{2\times26536}=0.3$~nm, so this agrees with the formula. Both tests use the stated stopping model; they check its consequences, not the model itself.

\section{Departures from the model}

\subsection{Non-Gaussian stopping}

Set $\delta=R-R_p$. At fixed $x$, the deviation from the centre is $\delta-ut$. Its variance is
\[
\langle\delta^2\rangle-2t\langle\delta u\rangle+t^2\langle u^2\rangle .
\]
The variance law therefore needs only zero correlation between $R$ and $u$, whereas the Gaussian shape needs more. If the lateral distribution is symmetric at every $R$, odd powers of $u$ average to zero and
\begin{equation}
\langle(\delta-ut)^3\rangle
=\langle\delta^3\rangle+3t^2\langle\delta u^2\rangle .
\end{equation}
For independent $R$ and $u$, the last term vanishes. A depth skewness $\gamma$ then becomes $\gamma s_p^3/\sigma^3$. In the example, 0.3 is reduced to 0.16. Input skewness of $+0.3$ or $-0.3$, with a Pearson type III depth distribution, moves the junction by $+9$ or $-9$~nm.

Suppose instead that $\delta$ is Gaussian and the lateral variance at given depth is $s_t^2(1+c\delta/s_p)$, with $c$ small enough to keep it positive at relevant depths. Its average is still $s_t^2$, so the vertical variance is unchanged. The third central moment is $3c\,s_ps_t^2t^2$. For $c=+0.15$ and $-0.15$, the junction moves by $+6$ and $-7$~nm.

\subsection{Annealing}

Isotropic diffusion with constant diffusivity $D_d$ for time $\tau$ adds independent displacements of variance $2D_d\tau$ along $x$ and $z$. Thus $s_p^2$ and $s_t^2$ each increase by $2D_d\tau$, and
\begin{equation}
\sigma_{\rm anneal}^2=\sigma^2+2D_d\tau(1+t^2)
=\sigma^2+\frac{2D_d\tau}{\cos^2\alpha}.
\label{anneal}
\end{equation}
For an assumed $D_d=10^{-14}$~cm$^2$/s and $\tau=10$~s, the junction moves 0.7~nm deeper. If implantation damage is assumed to enhance the diffusivity thirtyfold throughout, it moves 20~nm deeper. Equation~\eqref{anneal} assumes equal diffusion in mask and silicon and no barrier between them. Phosphorus diffuses much more slowly in oxide, so an actual anneal calculation should start from the as-implanted profile in silicon and impose the interface condition.

\subsection{Comparison with real masks and wafers}

The ion ranges and dose are in the ordinary range for phosphorus doping. A $40^\circ$ slope represents a deliberately tapered mask or a gradual oxide edge; it is far from the nearly vertical wall of a typical modern resist pattern. Oxide is close to silicon in mean range, stopping phosphorus somewhat more strongly, but both straggles are smaller in oxide, by roughly 15\% at this energy. A junction almost three standard deviations from the centre is sensitive to this, and an equivalent thickness does not describe it. Resist generally stops ions much less per unit thickness. Making the mask 10\% weaker, represented by an equivalent thickness $0.9m$, moves the junction 12~nm deeper. The centre moves by 17~nm, but the smaller effective slope also narrows the profile, recovering 5~nm. Crystal channelling is another departure for a vertical beam. It is strongest where the silicon is bare or thinly covered, because an amorphous mask scatters ions out of alignment before they reach the crystal. As a test of sensitivity at the cut of the example, if 3\% of the ions receive an additional exponentially distributed depth of mean 100~nm, with lateral spread unchanged, the junction moves 15~nm deeper. These are sensitivities to assumed inputs, not predictions for a particular process. Tilting the wafer to reduce channelling changes the geometry, and Eq.~\eqref{result} then no longer applies as written.

\section{Implementation}

\begin{enumerate}
\item Use the one-axis lateral standard deviation for $s_t$, not a radial distance. Measure $\alpha$ from the wafer plane and count dose per horizontal area.
\item Calculate $\sigma$ and evaluate Eq.~\eqref{result} on vertical lines. Keep only $z>0$ for the silicon, without renormalizing to $D$.
\item Check $F_{\rm out}$ and compare Eq.~\eqref{bound} with the lowest density of interest. If the end error is too large, integrate Eq.~\eqref{super} with the actual $m(x)$. If the surface matters, use a transport calculation that lets ions leave.
\item For shallow junctions or low backgrounds, replace the Gaussian depth factor in Eq.~\eqref{super} by a distribution that includes skewness and channelling. The variance alone does not determine the tail.
\end{enumerate}

\section*{Table of computed values}
\begin{verbatim}
Rp, sp, st = 130, 50, 42 nm
alpha = 40 deg, tan(alpha) = 0.8391
mask height = 500 nm, wedge length = 595.9 nm
dose = 1.0e+14 cm^-2, background = 1.0e+17 cm^-3
cut at x = -200 nm, mask thickness there = 167.82 nm
st tan(alpha) = 35.24 nm
variance: formula 3742.0, direct integral 3742.0 nm^2
sigma: formula 61.17, direct integral 61.17 nm
sampled ions near cut = 26536, their sigma = 61.52 nm
profile centre z = -37.82 nm
kurtosis of direct profile = 3.0000
sigma along surface normal = 46.86 nm
sigma at thin edge x = 0: 54.07 nm
end-error bound / peak at cut = 1.2e-06
peak: with st 6.522e+18, without st 7.979e+18 cm^-3
dose fraction in Si: with st 0.2682, without 0.2247
dose in Si: with st 2.682e+13, without 2.247e+13 cm^-2
junction depth: formula 139.00, direct 139.00 nm
junction depth without st = 110.16 nm
junction depth at x = -260 nm: 88.66 nm
junction slope dz/dx = 0.8391
angle 0 deg: sigma 50.00 nm, fraction outside solid 0.0047
angle 20 deg: sigma 52.28 nm, fraction outside solid 0.0065
angle 40 deg: sigma 61.17 nm, fraction outside solid 0.0168
angle 60 deg: sigma 88.27 nm, fraction outside solid 0.0704
Junction shifts from neglected effects (assumed sizes):
depth skewness +0.3, -0.3: +9.00, -8.71 nm
skewness left in profile for +0.3: 0.164
lateral variance slope c = +0.15, -0.15: +6.27, -7.17 nm
mask stopping weaker by 10 %: +11.78 nm
channelled fraction 0.03, tail length 100 nm: +14.71 nm
anneal: diffusivity 1e-14 cm^2/s, time 10 s
enhancement 1: sqrt(2Dt) 4.47 nm, sigma 61.45 nm, shift +0.71 nm
enhancement 30: sqrt(2Dt) 24.49 nm, sigma 69.03 nm, shift +19.79 nm
\end{verbatim}
